# Why a steep low-injection photoconductance lifetime need not mean slower recombination

## Question

Suppose a passivated p-type silicon wafer, doped to $10^{16}\ \mathrm{cm^{-3}}$, is measured by photoconductance under steady light. At a generation rate of $5\times10^{18}\ \mathrm{cm^{-3}\,s^{-1}}$ the lifetime comes out as 25 µs. At a thousandth of that light it comes out as 600 µs.

Lifetime is excess density divided by generation rate, and both seem to be known. I therefore conclude that recombination becomes about 24 times slower at low injection, perhaps because some centre stops working there. May I use the low-light value to rank wafers before and after gettering?

## Answer

The generation rate may well be known, but the excess density is not measured. The conductance is measured, and it is converted into a density by assuming that free excess electrons and holes are equally numerous. Electron traps break that assumption. With them, your two readings are compatible with a recombination lifetime that stays at 20 µs.

### What the conductance counts

I use atomic units in the algebra, so the elementary charge is 1. Let $\Delta n$ and $\Delta p$ be the free excess densities. The excess conductivity is

$$\Delta\sigma=\mu_n\Delta n+\mu_p\Delta p .$$

The usual analysis sets $\Delta p=\Delta n$ and therefore reports

$$\Delta n_{\rm app}=\frac{\Delta\sigma}{\mu_n+\mu_p},\qquad \tau_{\rm app}=\frac{\Delta n_{\rm app}}{G}.$$

Now let the wafer hold $N_t$ traps per volume, of which $n_t$ have captured an electron. Each capture changes the trap's charge by $-1$, whether the trap is a donor or an acceptor. The traps are almost empty in the dark, as shown below, so neutrality requires

$$\Delta p=\Delta n+n_t .$$

Inserting this into the conductivity gives

$$\Delta n_{\rm app}=\frac{(\mu_n+\mu_p)\Delta n+\mu_p n_t}{\mu_n+\mu_p}=\Delta n+b\,n_t,\qquad b=\frac{\mu_p}{\mu_n+\mu_p}.$$

The trapped electrons do not conduct. The extra signal comes from the holes that must stay behind to balance them.

### How many electrons are trapped

Assume that the traps exchange electrons with the conduction band and capture holes so rarely that this can be neglected. With capture coefficient $c_n$ and total free electron density $n$,

$$\frac{dn_t}{dt}=c_n\left[n(N_t-n_t)-n_1n_t\right].$$

The first term is capture into empty traps and the second is thermal emission. The constant $n_1$ follows from equilibrium, where the two must cancel. For a level at depth $E_t$ below the conduction band, with any degeneracy factor absorbed into $n_1$, Fermi occupation then gives $n_1=N_c e^{-E_t/kT}$, where $N_c$ is the effective density of states of the band. When $n=n_1$, half the traps are full.

For $E_t=0.45$ eV at 300 K, $n_1=7.87\times10^{11}\ \mathrm{cm^{-3}}$. With an intrinsic density of $10^{10}\ \mathrm{cm^{-3}}$, the dark electron density is $n_0=10^{20}/10^{16}=10^4\ \mathrm{cm^{-3}}$. The dark filling is thus about $n_0/n_1\approx10^{-8}$, which justifies the neutrality condition above. Under light $n\approx\Delta n$, and setting the bracket to zero gives

$$n_t=\frac{N_t\,\Delta n}{\Delta n+n_1}.$$

### Why recombination is unchanged

The free electrons obey

$$\frac{d\Delta n}{dt}=G-\frac{\Delta n}{\tau_r}-\frac{dn_t}{dt},$$

where $\tau_r$ is the recombination lifetime. In steady state the last term vanishes, because the traps return as many electrons as they take. Hence $\Delta n=G\tau_r$, with or without traps. The stored holes raise the hole density by at most $N_t/p_0$, which is 1% for the values used here, where $p_0$ is the doping. Dividing $\Delta n_{\rm app}$ by $G=\Delta n/\tau_r$ gives

$$\boxed{\tau_{\rm app}=\tau_r\left(1+\frac{bN_t}{\Delta n+n_1}\right)}$$

for low injection, steady uniform light and negligible hole capture by the traps.

At vanishing light the apparent lifetime does not diverge. It reaches a plateau $M\tau_r$, with $M=1+bN_t/n_1$. When $\Delta n\gg bN_t$, the traps hold too little charge to matter and $\tau_{\rm app}\to\tau_r$.

For n-type material with hole traps, electrons and holes exchange roles. The stored majority carriers are then electrons, and the weight becomes $\mu_n/(\mu_n+\mu_p)$. At the same mobilities and trap filling, the false signal is larger by $\mu_n/\mu_p$, about 2.9 for the values below.

### Your two readings

Take $N_t=10^{14}\ \mathrm{cm^{-3}}$, mobilities of 1200 and 420 cm²/Vs, and a midgap recombination centre with equal electron and hole capture times, which gives 20 µs at low injection. Then $b=420/1620=0.259$, $bN_t=2.59\times10^{13}\ \mathrm{cm^{-3}}$ and $M=33.9$. The plateau lies at 679 µs.

At $G=5\times10^{16}\ \mathrm{cm^{-3}\,s^{-1}}$, between your two readings, the arithmetic is

- free electrons: $\Delta n=5\times10^{16}\times20\times10^{-6}=1.00\times10^{12}\ \mathrm{cm^{-3}}$;
- trapped electrons: $n_t=10^{14}/(1+0.787)=5.60\times10^{13}\ \mathrm{cm^{-3}}$;
- reported density: $10^{12}+0.259\times5.60\times10^{13}=1.55\times10^{13}\ \mathrm{cm^{-3}}$;
- reported lifetime: $1.55\times10^{13}/(5\times10^{16})\ \mathrm{s}=310$ µs.

Solving the full rate equations, with the deep centre included, gives the same 310 µs and a true lifetime of 20.0 µs. At your lower light level the apparent and true values are 605 and 20.0 µs. At your higher level they are 25.3 and 20.2 µs. In this model the factor of 24 is produced by stored holes. The true lifetime differs by only 1% between the two levels, and in the opposite direction. The size of that change depends on the equal capture times. If the hole capture time is 10 or 50 times the electron capture time, the true lifetime at the higher level rises to 22 or 39 µs, still in the opposite direction.

### How steep the false rise can be

A lifetime curve is plotted against the reported density, which is itself inflated. This makes the rise steeper. Write $x=\Delta n$, $a=n_1$ and $c=n_1+bN_t=Mn_1$, and take $\tau_r$ constant. Then

$$\frac{\tau_{\rm app}}{\tau_r}=\frac{x+c}{x+a},\qquad \Delta n_{\rm app}=x\,\frac{x+c}{x+a}.$$

The logarithmic slope against the true density is

$$s=\frac{d\ln\tau_{\rm app}}{d\ln x}=\frac{x}{x+c}-\frac{x}{x+a}=-\frac{(c-a)x}{(x+a)(x+c)}.$$

Since $\Delta n_{\rm app}=x\,\tau_{\rm app}/\tau_r$, its own logarithmic slope is $1+s$. The slope on the plotted axes is therefore

$$S=\frac{d\ln\tau_{\rm app}}{d\ln\Delta n_{\rm app}}=\frac{s}{1+s}.$$

Here $1+s=x/(x+c)+a/(x+a)$ is positive, and $dS/ds=1/(1+s)^2>0$, so $S$ is most negative where $s$ is. Dividing out $x$,

$$\frac{(x+a)(x+c)}{x}=x+\frac{ac}{x}+a+c,$$

which is smallest at $x=\sqrt{ac}$, with value $(\sqrt a+\sqrt c)^2$. There

$$s=-\frac{\sqrt c-\sqrt a}{\sqrt c+\sqrt a},\qquad 1+s=\frac{2\sqrt a}{\sqrt c+\sqrt a},\qquad S_{\min}=-\frac{\sqrt M-1}{2}.$$

At this point $(x+c)/(x+a)=\sqrt{c/a}=\sqrt M$. Hence $\tau_{\rm app}=\tau_r\sqrt M$, and $\Delta n_{\rm app}=\sqrt{ac}\,\sqrt M=n_1+bN_t$.

In the example, $S_{\min}=-2.41$ at a reported density of $2.67\times10^{13}\ \mathrm{cm^{-3}}$. The solved rate equations also give $-2.41$. Near this point the traps are mostly full, so the reported density changes slowly while the light, by which it is divided, keeps falling.

### Could real recombination do this?

Some centres do give a lifetime that falls as injection rises, so the direction of the curve proves nothing. Its scale is informative. For one dilute recombination level, equal excess densities and $N=n_0+p_0$, the Shockley–Read–Hall rate is

$$U=\frac{\Delta n\,(N+\Delta n)}{\tau_{p0}(n_0+n_l+\Delta n)+\tau_{n0}(p_0+p_l+\Delta n)}.$$

Here $\tau_{n0}$ and $\tau_{p0}$ are the capture times, and $n_l$ and $p_l$ are the emission constants of the level. Collect the terms of the denominator as $A+B\Delta n$, with $A,B>0$. Then $\tau=\Delta n/U=(A+B\Delta n)/(N+\Delta n)$, and

$$\frac{d\ln\tau}{d\ln\Delta n}=\frac{B\Delta n}{A+B\Delta n}-\frac{\Delta n}{N+\Delta n}\ \ge\ -\frac{\Delta n}{N+\Delta n}.$$

For several independent channels $1/\tau=\sum_i1/\tau_i$. The total slope is the average of the individual slopes with weights $\tau/\tau_i$, so the bound survives. Radiative recombination has $1/\tau\propto N+\Delta n$ and meets the bound with equality. A shallow level can come close: with equal capture times and $n_l=4.9\times10^{18}\ \mathrm{cm^{-3}}$, the slope at $\Delta n=9.2\times10^{14}\ \mathrm{cm^{-3}}$ is $-0.0836$, against a bound of $-0.0839$.

Integrating the bound between densities $\Delta_1<\Delta_2$ gives

$$\frac{\tau(\Delta_1)}{\tau(\Delta_2)}\le\frac{N+\Delta_2}{N+\Delta_1}.$$

If your reported densities, $3.0\times10^{12}$ and $1.25\times10^{14}\ \mathrm{cm^{-3}}$, were real, these channels could make the lifetime at the lower density exceed that at the higher one by at most a factor of 1.012. You have a factor of 24.

The bound needs independent levels. A defect with three charge states can break it if its first captured electron is rarely removed by a hole while the second recombines quickly, because the active state is then filled by the light itself. As an illustration, take $2\times10^{12}\ \mathrm{cm^{-3}}$ such defects with emission constants $3\times10^{14}$ and $4\times10^{14}\ \mathrm{cm^{-3}}$, electron capture coefficients of $10^{-7}\ \mathrm{cm^3/s}$, and hole capture coefficients of $10^{-11}$ and $10^{-8}\ \mathrm{cm^3/s}$. The true lifetime is then 484 µs at the lower density and 24 µs at the higher one, a real factor of 20. Such a rise is in the free electron density, so luminescence would show it as well.

Auger recombination is also outside this bound. With a rough coefficient of $10^{-31}\ \mathrm{cm^6/s}$ its lifetime at this doping is 100 ms. Coulomb attraction between the carriers shortens this to roughly 5 to 16 ms in common parametrizations, which is still too long to shape the curve. Surface recombination is not covered by this derivation and needs its own examination.

### What makes a level a trap

Hole capture decides whether the level stores electrons or destroys them. With a hole-capture coefficient $c_p$, the low-injection balance becomes

$$c_n\left[\Delta n(N_t-n_t)-n_1n_t\right]=c_pp_0n_t,$$

so that

$$n_t=\frac{N_t\Delta n}{\Delta n+n_1+c_pp_0/c_n}.$$

I take $c_n=10^{-9}\ \mathrm{cm^3/s}$. At very low light, the number of trapped electrons per free electron is halved when $c_p=c_nn_1/p_0=7.9\times10^{-14}\ \mathrm{cm^3/s}$. At fixed light the stored charge falls further, here to a quarter, because recombination through the trap also halves the free density. If instead $c_p=c_n$, the level holds only about $N_t/p_0=1\%$ as many electrons as are free. Nearly every capture then ends in recombination, adding a rate $c_nN_t=1/(10\ \text{µs})$. The true lifetime drops to 6.667 µs and the apparent one to 6.685 µs. The same level, at the same density, has changed from an apparent improvement into a real loss.

### Switching off the light does not settle it

The signal after switch-off has a slow tail, but that tail is not a recombination lifetime either. For $\Delta n\ll n_1$ and $n_t\ll N_t$ the rate equations are linear:

$$\dot{\Delta n}=-\left(\frac1{\tau_r}+c_nN_t\right)\Delta n+c_nn_1n_t,\qquad \dot n_t=c_nN_t\Delta n-c_nn_1n_t.$$

Solutions proportional to $e^{-\lambda t}$ require

$$\lambda^2-\lambda\left(\frac1{\tau_r}+c_nN_t+c_nn_1\right)+\frac{c_nn_1}{\tau_r}=0.$$

When the two roots are far apart, the small one is the last term divided by the bracket, so

$$\frac1{\lambda}\approx\tau_r\left(1+\frac{N_t}{n_1}\right)+\frac1{c_nn_1}.$$

The example gives $2.56+1.27=3.83$ ms, and the solved decay gives 3.825 ms. An emitted electron is recaptured on average $c_nN_t\tau_r=2$ times before it recombines, so the tail lasts about three emission times of 1.27 ms.

### What to use for ranking wafers

Do not rank them by the low-light photoconductance value. In this model, a process step that removed the traps and left the recombination centres alone would lower the plateau from 679 to 20 µs. It would look like severe damage.

One repair is to subtract the full-trap signal $bN_t$, if it is known. Since $n_t-N_t=-N_tn_1/(\Delta n+n_1)$,

$$\Delta n_{\rm app}-bN_t=\Delta n-\frac{bN_tn_1}{\Delta n+n_1}.$$

The repair works for $\Delta n\gg\sqrt{bN_tn_1}=4.5\times10^{12}\ \mathrm{cm^{-3}}$, provided that the error in the subtracted $bN_t$ is also small compared with $\Delta n$. At $G\tau_r=10^{14}$ and $10^{13}\ \mathrm{cm^{-3}}$ it returns 20.2 and 16.2 µs. At $10^{12}\ \mathrm{cm^{-3}}$ it returns $-208$ µs, because the traps are no longer full and too much has been subtracted.

Calibrated band-to-band luminescence is less affected. It follows $np-n_i^2\approx\Delta n(p_0+\Delta n+n_t)$, where $n_i$ is the intrinsic density, so trapping inflates it by about $n_t/p_0$ at low injection. At $G\tau_r=10^{12}\ \mathrm{cm^{-3}}$ the resulting lifetime is 20.1 µs, where photoconductance reports 310 µs.

### How far the example resembles a real wafer

The parameters are rough values meant for boron-doped multicrystalline silicon. Trap density and depth depend on the wafer, so $M$ is not a material constant. At the reference light $G\tau_r=10^{12}\ \mathrm{cm^{-3}}$, a weak hole capture of $10^{-15}\ \mathrm{cm^3/s}$ lowers the apparent lifetime by 1.1%. Absorbing all the light at the front of a 180 µm wafer lowers it by 0.1%. A lamp decaying from a thousand times this light with a 2 ms time constant gives 340 µs instead of 310 µs, even after the usual correction for the changing signal. Heating to 350 K, with the other parameters held fixed, reduces $M$ to 3.2. A separate caution concerns wafers with a diffused junction, or with enough positive charge in the passivation layer to invert the p-type surface. Either creates a depletion layer whose charge changes with the light. For a one-sided diffused junction with 0.8 V built in, the charge refilling its depletion layer amounts to about $6.5\times10^{12}\ \mathrm{cm^{-3}}$ averaged over the wafer. It would add all of this, some 130 µs, only if the returning electrons kept their bulk mobility. They sit in the more heavily doped emitter, and with a doping-dependent mobility the addition to the reported density is nearer $5\times10^{12}\ \mathrm{cm^{-3}}$, or about 95 µs. Inverted surfaces on both faces can add a signal comparable with that of the traps. A steep rise is thus not proof of traps. A junction, an inverted surface and a defect with coupled levels must be excluded before $N_t$ is read from the curve.

The full set of light levels is in the numerical output below.

## Computed values

```
T 300 K, doping 1.0e+16, ni 1.0e+10, traps 1.0e+14 cm^-3
mobilities 1200, 420 cm2/Vs; b = 0.2593
trap depth 0.45 eV; n1 = 7.871e+11 cm^-3
deep centre tau_n0 = tau_p0 = 20.0 us
c_n = 1.0e-09 cm3/s; wafer 180 um
b*N_t = 2.593e+13 cm^-3; plateau factor M = 33.94
plateau lifetime M*tau_r = 678.7 us
G[cm^-3/s] dn[cm^-3] nt[cm^-3] dn_app[cm^-3] true[us] app[us]
5.00e+15 1.000e+11 1.127e+13 3.022e+12 20.00 604.50
5.00e+16 1.000e+12 5.596e+13 1.551e+13 20.00 310.16
5.00e+17 1.001e+13 9.271e+13 3.405e+13 20.02 68.09
5.00e+18 1.010e+14 9.923e+13 1.267e+14 20.20 25.34
5.00e+19 1.098e+15 9.993e+13 1.124e+15 21.96 22.48
steepest log slope: solved -2.411, law -2.413
  law: at dn_app = 2.671e+13, dn = 4.585e+12 cm^-3
  law: lifetime there 116.5 us
real-recombination slope bound at that dn_app: -0.00266
shallow level at dn 9.16e+14 cm^-3: slope -0.0836, bound -0.0839
trap emission time 1.270 ms
dark tail: solved 3.825 ms, law 3.831 ms
subtraction limit sqrt(b*N_t*n1) = 4.517e+12 cm^-3
  subtracted lifetime at Gtau 1e+12 cm^-3: -208.36 us
  subtracted lifetime at Gtau 1e+13 cm^-3: 16.24 us
  subtracted lifetime at Gtau 1e+14 cm^-3: 20.16 us
Reference light: Gtau = 1e12 cm^-3
luminescence lifetime 20.114 us, excess 0.559 %
hole capture that halves storage: 7.87e-14 cm3/s
with c_p 1e-09 cm3/s: true 6.667, app 6.685 us
Neglected effects at the reference light:
c_p 1e-15 cm3/s: true -1.11 %, app -1.06 %
lamp decay 2 ms: app 339.5 us, steady 310.2 us
lamp decay 200 ms: app 310.7 us, steady 310.2 us
350 K: n1 = 1.192e+13 cm^-3, M = 3.17
diffusion length 249 um; front light shifts app -0.12 %
junction, if present: 6.50e+12 cm^-3 against trap signal 1.45e+13
Auger lifetime for rough 1e-31 cm6/s: 100 ms
```
